# Charge Conservation and Ripples from Fourier Truncation of Ultrasoft Augmentation Charges

## The decision at stake

A plane-wave calculation with ultrasoft pseudopotentials needs two cutoffs: one for the orbitals and a second, higher one for the density. If the density comes out negative in the vacuum, one must decide whether to raise the second cutoff, to leave the negative values alone, or to set them to zero. The decision depends on what truncation does to the augmentation charge: which property it preserves, and how large an error it leaves.

Take one orbital \(\phi\) with occupation \(f\), one real projector \(\beta\) and one augmentation function \(Q\) with charge \(q=\int Q\,d^3r\). The electron number density is

\[
n(\mathbf r)=f|\phi(\mathbf r)|^2+\rho\,Q(\mathbf r),\qquad \rho=f|\langle\beta|\phi\rangle|^2 .
\]

With the overlap operator \(S=1+q|\beta\rangle\langle\beta|\), the orbital is normalized by \(\langle\phi|S|\phi\rangle=1\). The function \(Q\) vanishes for \(r>r_c\). In a periodic cell of volume \(\Omega\) it is rebuilt from the components inside a sharp sphere:

\[
\tilde Q(\mathbf r)=\frac1\Omega\sum_{|\mathbf G|<G_m}Q(\mathbf G)e^{i\mathbf G\cdot\mathbf r},\qquad
Q(\mathbf G)=\int Q(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}d^3r .
\]

The cutoff energy is \(E=\hbar^2G_m^2/2m_e\). I take \(G_m\) to be at least twice the cutoff wave number of the orbital (four times its cutoff energy), so that \(|\phi|^2\) is kept whole and \(Q\) alone is truncated.

For the ripple, \(Q\) is taken to be spherical and smooth inside \(r_c\). Parts with angular momentum \(L>0\) carry no charge, because their angular integral vanishes. Let \(m\) be the order of the first derivative of \(Q\) that is nonzero at the inner side of the edge, and define

\[
D=(-1)^mQ^{(m)}(r_c^-),\qquad\text{so that}\qquad Q\approx \frac{D\,(r_c-r)^m}{m!}
\]

just inside. The subscript of \(G_m\) is a label and has nothing to do with this order.

The order follows from the construction of \(Q\). If an all-electron function \(\psi\) and its smooth partner agree at \(r_c\) up to derivative \(p\), but not in the next, then \(\psi^2-\phi^2=(\psi-\phi)(\psi+\phi)\) starts at order \(m=p+1\), provided \(\psi(r_c)\ne0\). Matching value and slope gives \(m=2\). The familiar Gibbs overshoot of fixed relative size belongs to a jump, \(m=0\). For a continuous \(Q\) the ripple around an isolated sphere tends to zero as the cutoff grows, as derived below, but not monotonically: at a fixed distance its amplitude oscillates with \(G_mr_c\) under a falling bound. In the worked example the largest ripple of the direct Fourier integral over one period around 0.4 nm is \(2.3\times10^{-3}\ \mathrm{nm^{-3}}\) at 3400 eV and \(6.0\times10^{-3}\ \mathrm{nm^{-3}}\) at 3700 eV; the leading-order amplitude (2) gives \(1.7\times10^{-3}\) and \(5.6\times10^{-3}\ \mathrm{nm^{-3}}\).

## First derivation: the omitted Fourier tail

**Electron number.** The integral of \(e^{i\mathbf G\cdot\mathbf r}\) over the cell is \(\Omega\) for \(\mathbf G=0\) and zero for every other reciprocal vector. Hence

\[
\int_\Omega\tilde Q\,d^3r=Q(\mathbf G=0)=q,
\]

\[
N=f\langle\phi|\phi\rangle+\rho q=f\langle\phi|S|\phi\rangle=f .
\]

A sum over grid points gives the same number if the cutoff sphere fits inside the Fourier box of the grid, because then no nonzero retained \(\mathbf G\) looks constant on the grid.

**Large-G form of Q.** Put \(h(r)=rQ(r)\). The angular integral gives

\[
Q(G)=\frac{4\pi}{G}\,\mathrm{Im}\int_0^{r_c}h(r)e^{iGr}dr .
\]

Repeated integration by parts yields the boundary terms

\[
\int_0^{r_c}h\,e^{iGr}dr\sim\sum_k\frac{(-1)^k}{(iG)^{k+1}}\Big[h^{(k)}e^{iGr}\Big]_0^{r_c}.
\]

At \(r=0\) nothing survives. Since \(h\) is odd there, its even derivatives vanish, and for odd \(k\) the factor \((iG)^{k+1}\) is real, so the term has no imaginary part. At \(r_c\) the first nonzero term has \(k=m\), with \((-1)^mh^{(m)}(r_c^-)=r_cD\). With \(\varphi=(m+1)\pi/2\), so that \(i^{-(m+1)}=e^{-i\varphi}\),

\[
Q(G)\approx 4\pi r_cD\,\frac{\sin(Gr_c-\varphi)}{G^{m+2}} .
\]

**The ripple as a missing tail.** For an isolated sphere the sum over \(\mathbf G\) becomes an integral, and the angular part gives \((2\pi^2r)^{-1}\int GQ(G)\sin(Gr)\,dG\). Over all \(G\) this is zero for \(r>r_c\), because \(Q\) vanishes there. The retained part is therefore minus the omitted part:

\[
\tilde Q(r)=-\frac1{2\pi^2r}\int_{G_m}^\infty GQ(G)\sin(Gr)\,dG .
\]

Insert the large-\(G\) form and use \(\sin A\sin B=\tfrac12[\cos(A-B)-\cos(A+B)]\) with \(A=Gr\), \(B=Gr_c-\varphi\):

\[
\tilde Q(r)\approx-\frac{r_cD}{\pi r}\int_{G_m}^\infty\frac{\cos[G(r-r_c)+\varphi]-\cos[G(r+r_c)-\varphi]}{G^{m+1}}\,dG .
\]

When \(G_m(r-r_c)\gg1\), one integration by parts gives the leading term of each integral. The upper limit contributes nothing, so

\[
\int_{G_m}^\infty\frac{\cos(Gx+\varphi)}{G^{m+1}}dG\approx-\frac{\sin(G_mx+\varphi)}{x\,G_m^{m+1}} .
\]

The two minus signs cancel in the first term, and the result is

\[
\tilde Q(r)\approx\frac{r_cD}{\pi rG_m^{m+1}}\left[\frac{\sin(G_m(r-r_c)+\varphi)}{r-r_c}-\frac{\sin(G_m(r+r_c)-\varphi)}{r+r_c}\right].\tag{1}
\]

**Amplitude.** Both waves in (1) have wave number \(G_m\), and their phase difference \(2\varphi-2G_mr_c\) does not depend on \(r\). Two such waves with amplitudes \(a=1/(r-r_c)\) and \(b=1/(r+r_c)\), subtracted, have squared amplitude \(a^2+b^2-2ab\cos(2\varphi-2G_mr_c)\). Since \(2\varphi=(m+1)\pi\), the cosine equals \((-1)^{m+1}\cos(2G_mr_c)\), so

\[
A(r)=\frac{r_c|D|}{\pi rG_m^{m+1}}\sqrt{a^2+b^2+2(-1)^mab\cos(2G_mr_c)} .\tag{2}
\]

The root is at most \(a+b=2r/(r^2-r_c^2)\), which gives the leading-order bound

\[
A(r)\le\frac{2r_c|D|}{\pi G_m^{m+1}(r^2-r_c^2)} .
\]

**Next to the edge.** When \(r-r_c\) is comparable with \(1/G_m\), the last integration by parts is not allowed, but the tail integral still holds. The second cosine is then smaller than the first by a factor of order \(1/(G_mr_c)\), and \(r_c/r\approx1\). Substituting \(G=G_mu\) and \(s=G_m(r-r_c)\),

\[
\tilde Q\approx\frac{D}{G_m^m}u_m(s),\qquad
u_m(s)=-\frac1\pi\int_1^\infty\frac{\cos(us+\varphi)}{u^{m+1}}du .\tag{3}
\]

For \(D>0\) the deepest undershoot outside the sphere is \(-c_mD/G_m^m\), where \(-c_m\) is the minimum of \(u_m\) for \(s\ge0\). For higher orders \(\tilde Q\) can dip lower just inside the edge, where \(Q\) itself is very small; this happens for \(m=8\). For \(m=0\), \(\varphi=\pi/2\) and \(u_0=\pi^{-1}\int_s^\infty(\sin v/v)\,dv\). Its slope \(-\sin s/(\pi s)\) first vanishes at \(s=\pi\), where \(u_0=-0.0895\). This is the Gibbs constant, here multiplying the jump \(D\).

Numerically, \(c_1=0.111\), \(c_2=0.122\) and \(c_3=0.106\). The search ran to \(s=8\), which is far enough: one integration by parts shows \(|u_m|\le2/(\pi s)\), less than 0.08 beyond that point. For \(m\le3\) the constants differ little. For higher orders they are smaller and lie under the bound \(|u_m|\le\pi^{-1}\int_1^\infty u^{-(m+1)}du=1/(\pi m)\), but they do not fall steadily. A search to \(s=25\), beyond which \(|u_m|<0.026\), gives \(c_4=0.051\), \(c_5=0.053\), \(c_6=0.051\), \(c_7=0.045\) and \(c_8=0.034\). The factor \(D/G_m^m\) is therefore what mainly separates a smooth \(Q\) from a rough one.

## Second derivation: a filter in real space

Truncation can also be written as a convolution over the cell, with \(Q\) repeated periodically:

\[
\tilde Q(\mathbf r)=\int_\Omega K(\mathbf r-\mathbf r')Q(\mathbf r')d^3r',\qquad
K(\mathbf r)=\frac1\Omega\sum_{|\mathbf G|<G_m}e^{i\mathbf G\cdot\mathbf r}.
\]

The kernel integrates to 1, because its \(\mathbf G=0\) term does and the others integrate to zero. The filter moves charge about but neither creates nor removes it, so again \(\int\tilde Q=q\).

The kernel is not positive, however. For an infinite cell it is

\[
K(r)=\frac{\sin(G_mr)-G_mr\cos(G_mr)}{2\pi^2r^3},
\]

which is negative at \(G_mr=2\pi\), for instance. A nonnegative \(Q\) therefore need not stay nonnegative.

For a spherical \(Q\) the filter reduces to one dimension. Extend \(h(t)=tQ(|t|)\) to negative \(t\) as an odd function. Then \(GQ(G)=4\pi\int_0^{r_c}h\sin(Gt)dt=2\pi\int_{-r_c}^{r_c}h\sin(Gt)dt\), and the retained integral becomes

\[
r\tilde Q(r)=\frac1\pi\int_{-r_c}^{r_c}h(t)\int_0^{G_m}\sin(Gr)\sin(Gt)\,dG\,dt .
\]

The inner integral is

\[
\frac12\left[\frac{\sin G_m(r-t)}{r-t}-\frac{\sin G_m(r+t)}{r+t}\right].
\]

Under \(t\to-t\) the second term, multiplied by the odd \(h\), gives the same contribution as the first. Hence

\[
r\tilde Q(r)=\frac1\pi\int_{-r_c}^{r_c}h(t)\frac{\sin G_m(r-t)}{r-t}dt .\tag{4}
\]

For fixed \(r>r_c\) the denominator never vanishes, and \(F(t)=h(t)/(r-t)\) is smooth inside the interval. Write (4) as

\[
r\tilde Q=\frac1\pi\,\mathrm{Im}\left[e^{iG_mr}\int_{-r_c}^{r_c}F(t)e^{-iG_mt}dt\right]
\]

and integrate by parts:

\[
\int_{-r_c}^{r_c}F\,e^{-iG_mt}dt\sim-\sum_k\frac{1}{(iG_m)^{k+1}}\Big[F^{(k)}e^{-iG_mt}\Big]_{-r_c}^{r_c}.
\]

All derivatives of \(h\) below order \(m\) vanish at both ends, so the leading term has \(k=m\), with the derivative acting on \(h\) alone. At the upper end \(h^{(m)}=(-1)^mr_cD\). Because \(h\) is odd, \(h^{(m)}(-r_c)=(-1)^{m+1}h^{(m)}(r_c)=-r_cD\). The integral is therefore approximately

\[
-\frac{r_cD\,e^{-i\varphi}}{G_m^{m+1}}\left[\frac{(-1)^me^{-iG_mr_c}}{r-r_c}+\frac{e^{iG_mr_c}}{r+r_c}\right].
\]

In the first term \(-(-1)^m=(-1)^{m+1}=e^{2i\varphi}\), which turns \(e^{-i\varphi}\) into \(e^{i\varphi}\). Multiplying by \(e^{iG_mr}/\pi\), taking the imaginary part and dividing by \(r\) gives equation (1), with both signs.

In this picture the two waves come from the near and far sides of the sphere, at distances \(r-r_c\) and \(r+r_c\) from the observer.

## When the total density becomes negative

A negative \(\tilde Q\) does not by itself make \(n\) negative, because \(f|\phi|^2\) is added to it. For an isolated atom the outcome far away follows from the distance laws. At fixed \(G_m\), integrating the retained Fourier integral by parts in \(G\) gives

\[
\tilde Q(r)=-\frac{G_mQ(G_m)\cos(G_mr)}{2\pi^2r^2}+O(r^{-3}),
\]

whereas a bound orbital density decays exponentially. The ripple wins at large \(r\), and since it changes sign, the total becomes negative in places.

Truncating a spherical orbital does not rescue positivity. The same integration by parts gives the orbital a tail of order \(r^{-2}\), hence \(|\phi|^2\) a tail of order \(r^{-4}\). Even if \(G_m\) falls on a simple zero of \(Q(G)\), the remaining ripple of order \(r^{-3}\) is larger.

## A worked example

The model atom has \(f=2\), \(q=0.4\), \(r_c=0.1\) nm and \(Q\propto(1-r^2/r_c^2)^2\), so \(m=2\). Its orbital is proportional to \(\exp[-\kappa(r^2+d^2)^{1/2}]\) with \(\kappa=16.2\ \mathrm{nm^{-1}}\) (10 eV binding) and \(d=0.1\) nm, cut off at 400 eV. The projector is \(80\ \mathrm{nm^{-3/2}}\,(1-r^2/r_c^2)^2\) inside \(r_c\), and the cubic cell has an edge of 1 nm. The computed projection is 0.7863, so the augmentation charge is \(\rho q=2(0.4)(0.7863)^2=0.4946\). The smooth charge is 1.5054, and the sum is 2.

Normalizing this \(Q\) with \(\int_0^1x^2(1-x^2)^2dx=8/105\) gives, for the density term \(\rho Q\),

\[
\rho D=\frac{105\,\rho q}{4\pi r_c^5}=4.13\times10^5\ \mathrm{nm^{-5}} .
\]

A density cutoff of 3600 eV means \(G_m=307.4\ \mathrm{nm^{-1}}\) and \(G_mr_c=30.7\). The predicted undershoot is

\[
-\frac{0.1222\times4.133\times10^5}{(307.4)^2}=-0.534\ \mathrm{nm^{-3}} .
\]

The direct Fourier integral gives \(-0.513\ \mathrm{nm^{-3}}\), or \(-5.13\times10^{26}\ \mathrm{m^{-3}}\), so the leading-order formula is 4 % too deep relative to the direct value. The smooth density at \(r_c\) is 88 nm⁻³ and hides this undershoot completely.

At \(r=0.4\) nm, \(a=3.33\) and \(b=2.00\ \mathrm{nm^{-1}}\), and equation (2) gives \(4.8\times10^{-3}\ \mathrm{nm^{-3}}\). Over one period around that point the largest ripple is \(4.9\times10^{-3}\) from equation (1) and \(5.5\times10^{-3}\ \mathrm{nm^{-3}}\) directly; the formula is 11 % low relative to the direct value. The amplitude of equation (2) equals the smooth density at about 0.44 nm. Between 0.49 and 0.52 nm the total density of the isolated atom reaches \(-2.8\times10^{-3}\ \mathrm{nm^{-3}}\).

The periodic cell behaves differently far from the atom. The values below are taken over the points of a \(100^3\) grid, with distances measured from the atom placed at the centre of the cell. The grid spacing of 0.01 nm gives only about three points per ripple wavelength at 1600 eV and two at 3600 eV, so the density between grid points may be lower than the tabulated value. A \(400^3\) grid gives \(-0.0206\ \mathrm{nm^{-3}}\) at 0.534 nm for 1600 eV, \(-0.0228\ \mathrm{nm^{-3}}\) at 0.516 nm for 2500 eV and an unchanged value for 3600 eV, while the negative charge moves by about \(10^{-5}\) electrons or less. The \(100^3\) values are:

| Cutoff (eV) | Lowest density (nm⁻³) | Distance (nm) | Negative charge (electrons) |
|---|---|---|---|
| 1600 | −0.0200 | 0.505 | −0.00112 |
| 2500 | −0.0202 | 0.717 | −0.00112 |
| 3600 | −0.0207 | 0.866 | −0.00072 |

The electron number is 2 to the ten printed decimals in each case, yet the lowest grid value is no better at 3600 eV than at 1600 eV. The near equality of the three entries is not a plateau: the lowest value varies irregularly with the cutoff, and on the same grid it is about \(-0.014\ \mathrm{nm^{-3}}\) at 2000 eV and \(-0.027\ \mathrm{nm^{-3}}\) at 3000 eV. In steps of 200 eV from 1600 to 3600 eV it ranges from \(-0.067\ \mathrm{nm^{-3}}\) at 1800 eV to \(-0.005\ \mathrm{nm^{-3}}\) at 3400 eV. Shells of reciprocal vectors lie about 1.5 eV apart in this cell, and a single shell matters: the lowest value is \(-0.0176\ \mathrm{nm^{-3}}\) at 3599 eV and \(-0.0125\ \mathrm{nm^{-3}}\) at 3602 eV, at other positions, while the negative charge stays at \(-0.00072\) to \(-0.00073\) electrons. At 3600 eV the lowest value lies at the cell corner, where the isolated-atom bound is about \(1.2\times10^{-3}\ \mathrm{nm^{-3}}\). The isolated ripple repeated on every lattice site has the Fourier coefficients \(Q(\mathbf G)/\Omega\) inside the cutoff sphere and zero outside, the same as \(\tilde Q\) in the cell, so the cell ripple is, in this Fourier sense, a sum over all atoms; its terms fall only as \(r^{-2}\), so the sum does not converge absolutely. Eight atoms are equally near that corner and together account for at most about 0.010 nm⁻³ at leading order, so more distant images must contribute as well. The isolated amplitude is thus no bound on the ripple deep in the vacuum of a periodic cell. Close to the sphere it remains useful: at the undershoot the cell gives \(-0.516\ \mathrm{nm^{-3}}\).

For \(m=2\) the ripple in a fixed cell does vanish as \(G_m\to\infty\), because the omitted \(|Q(\mathbf G)|\) are bounded by a multiple of \(G^{-4}\), whose sum over a three-dimensional lattice converges. These three cutoffs do not yet show that decay in the lowest grid value.

Setting negative values to zero adds back their magnitude as charge. At 3600 eV the number becomes 2.00072, so clipping the stored density breaks the sum rule that truncation had preserved. Sampling \(Q\) directly on the grid also changes the charge, here by \(2.3\times10^{-5}\) electrons for the atom on a grid point and by \(-1.5\times10^{-5}\) when it is shifted by half a spacing along all three axes, because Fourier components beyond the grid are folded onto \(\mathbf G=0\).

## What each derivation assumes

Both derivations of the number need the \(\mathbf G=0\) component and nothing about the shape of \(Q\). Both derivations of the ripple need a sharp spherical cutoff, an isolated spherical \(Q\), and smoothness inside \(r_c\). The example has one projector and a nonnegative \(Q\). A real ultrasoft potential generally has several projectors, augmentation functions \(Q_{ij}\) of either sign and parts with \(L>0\) that are truncated as well, so the numbers above belong to the model and do not account for all negative density in a real calculation. If \(Q\) has been modified inside a smaller radius and has a kink there, integration by parts gives further boundary terms from that radius. If the kink is of lower order than the edge, its ripple dominates at large \(G_m\). Smoothness includes the origin: a cusp at the nucleus, \(Q'(0)\ne0\), gives \(h''(0)=2Q'(0)\), and the \(k=2\) boundary term at \(r=0\) then adds \(-8\pi Q'(0)/G^4\) to \(Q(G)\), the same order as the edge term for \(m=2\).

The first derivation replaces \(Q(G)\) by its asymptotic form everywhere above the cutoff, and so needs \(G_m\) to lie already in that regime. In return, its tail integral remains valid up to the edge and yields the undershoot (3).

The second derivation uses the finite interval occupied by the charge and never refers to the omitted components. Its expansion requires \(G_m(r-r_c)\gg1\), because each derivative of \(1/(r-t)\) at the near edge brings a factor \(1/(r-r_c)\) against one factor \(1/G_m\). It also requires \(G_mr_c\gg1\), because each higher derivative of \(h\) brings a factor of order \(1/r_c\) against \(1/G_m\), and this error does not fall with distance. For the example at \(G_mr_c=30.7\), equation (1) stays about 12 % low far from the atom. Near a zero of \(Q(G)\), where the far ripple is small, the relative error can be large: at \(G_mr_c=26.5\) equation (1) is too high by a factor 1.3 at \(4r_c\) and 3.8 at \(20r_c\). The second derivation thus gives the vacuum ripple to leading order, away from such zeros, but not, without further work, the undershoot at the edge.

For the decision posed at the start, the model shows this much: truncation leaves the electron number exact, clipping the stored density adds the magnitude of the negative charge to it, and raising the cutoff lowers the ripple only under a falling bound, not from one cutoff to the next.

The numerical check tests the undershoot and the ripple (1) against direct Fourier integrals for \(m=0\) to 3.

## Calculated quantities

```
Undershoot constants c_m (deepest value = -c_m D/Gm^m), dimensionless
  m=0: c_m=0.0895 at s=3.14; direct integral at Gm*rc=640: 0.0889
  m=1: c_m=0.1108 at s=1.93; direct integral at Gm*rc=640: 0.1103
  m=2: c_m=0.1222 at s=0.88; direct integral at Gm*rc=640: 0.1219
  m=3: c_m=0.1061 at s=0.00; direct integral at Gm*rc=640: 0.1059
Cell edge 1.0 nm, grid 100^3, rc = 0.10 nm, m = 2
Occupation 2, q11 = 0.40, projector height 80 nm^-3/2
Orbital softening length 0.10 nm, binding energy 10 eV
Orbital decay constant kappa = 16.201 nm^-1
Orbital cutoff 400 eV, Gw = 102.46 nm^-1
Projection <beta|phi> = 0.78632
Smooth charge = 1.505355 electrons
Augmentation charge = 0.494645 electrons
Density cutoff 1600 eV, Gm = 204.93 nm^-1:
  electron number = 2.0000000000
  lowest density = -2.0040e-02 nm^-3 at 0.505 nm from the atom
  smooth density there = 1.9752e-03 nm^-3
  negative charge = -1.1201e-03 electrons
  number after clipping = 2.00112012
Density cutoff 2500 eV, Gm = 256.16 nm^-1:
  electron number = 2.0000000000
  lowest density = -2.0201e-02 nm^-3 at 0.717 nm from the atom
  smooth density there = 9.0481e-06 nm^-3
  negative charge = -1.1243e-03 electrons
  number after clipping = 2.00112426
Density cutoff 3600 eV, Gm = 307.39 nm^-1:
  electron number = 2.0000000000
  lowest density = -2.0684e-02 nm^-3 at 0.866 nm from the atom
  smooth density there = 2.5848e-07 nm^-3
  negative charge = -7.2335e-04 electrons
  number after clipping = 2.00072335
Charge error of direct grid sampling of Q = 2.255e-05 electrons
Isolated atom at 3600 eV: Gm*rc = 30.739
  edge derivative D = 4.1331e+05 nm^-5
  undershoot, formula = -0.5345 nm^-3
  undershoot, direct = -0.5131 nm^-3 at r = 0.1032 nm
  same point in the periodic cell = -0.5158 nm^-3
  amplitude formula at r = 0.40 nm: 4.8018e-03 nm^-3
  largest ripple in one period around it: formula 4.8566e-03, direct 5.4749e-03 nm^-3
  smooth density at rc = 88.293 nm^-3
  crossover radius = 0.4395 nm
  lowest total density from 0.490 to 0.520 nm = -2.8207e-03 nm^-3
```
